\section*{The drop in the thermodynamic factor at an alloy's Curie line}

Consider a homogeneous substitutional alloy of atoms A and B in which $x$ is the atomic fraction of B, the solute. Let $g(x,T,m)$ be its free energy per atom at temperature $T$ and fixed pressure, with $m$ the reduced magnetization, and let $g_{\rm eq}(x,T)$ be the minimum of $g$ over $m$ in zero magnetic field. A prime, or a subscript $x$, denotes a derivative with respect to $x$; $k_B$ is Boltzmann's constant. The thermodynamic factor is
\begin{equation}
\Phi=\frac{x(1-x)}{k_BT}\,\frac{\partial^2 g_{\rm eq}}{\partial x^2}.
\label{phi}
\end{equation}
It enters diffusion through the chemical potential of the solute, $\mu_B=g_{\rm eq}+(1-x)g_{\rm eq}'$. Differentiation gives $\mu_B'=g_{\rm eq}'-g_{\rm eq}'+(1-x)g_{\rm eq}''=(1-x)g_{\rm eq}''$, so that $\Phi=(x/k_BT)\,\mu_B'$. If solute atoms drift with mobility $D_B^*/k_BT$, where $D_B^*$ is their tracer diffusion coefficient, and if cross terms between the fluxes are neglected, their flux relative to the lattice is
\begin{equation}
J_B=-\frac{x}{v}\frac{D_B^*}{k_BT}\frac{\partial\mu_B}{\partial z}
=-\frac{D_B^*\Phi}{v}\frac{\partial x}{\partial z},
\end{equation}
with $v$ the volume per atom, taken as constant. The intrinsic diffusion coefficient is thus $D_B^*\Phi$, and a step in $\Phi$ is passed on to it in full if $D_B^*$ is continuous.

Near the Curie line $T=T_c(x)$ the Landau free energy is
\begin{equation}
g=g_0(x,T)+\tfrac12Am^2+\tfrac14Bm^4+\tfrac16Cm^6,\qquad
A=a(x,T)\,[T-T_c(x)],
\label{landau}
\end{equation}
with $a>0$ and $B>0$. The coefficients $a$, $B$, $C$ and the nonmagnetic part $g_0$ are smooth functions of $x$ and $T$. This is a mean-field description: $m$ is uniform and its thermal fluctuations are left out.

Above the line $A>0$ and the minimum is at $m=0$, so $g_{\rm eq}=g_0$. Below it, $\partial g/\partial m=0$ with $m\neq0$ requires $A+Bm^2+Cm^4=0$. Close to the line $m^2$ is small, and
\begin{equation}
m^2=-\frac{A}{B}+O(A^2).
\end{equation}
The part $\tfrac12Am^2+\tfrac14Bm^4$, viewed as a function of $m^2$, is stationary at $m^2=-A/B$. The $O(A^2)$ correction to $m^2$ therefore changes it only at order $A^4$. Inserting $m^2=-A/B$ gives
\begin{equation}
g_{\rm eq}=g_0-\frac{A^2}{4B}-\frac{CA^3}{6B^3}+O(A^4).
\label{geq}
\end{equation}
The second derivative of the leading magnetic term is
\begin{equation}
-\frac{\partial^2}{\partial x^2}\frac{A^2}{4B}
=-\frac{A_x^2+AA_{xx}}{2B}-AA_x\left(\frac1B\right)_x-\frac{A^2}{4}\left(\frac1B\right)_{xx}.
\end{equation}
On the Curie line $A=0$, and only $-A_x^2/(2B)$ survives. The cubic term in \eqref{geq} has a second derivative proportional to $A$, so it vanishes there too. Moreover $A_x=a_x(T-T_c)-aT_c'$ reduces to $-aT_c'$. The composition dependence of $a$ and $B$ and the value of $C$ thus drop out of the step. With $\Delta$ denoting the ferromagnetic limit minus the paramagnetic limit at the same point of the line,
\begin{equation}
\Delta\Phi=-\frac{x(1-x)}{k_BT_c}\,\frac{a^2T_c'^2}{2B}.
\label{jump}
\end{equation}
The slope enters squared, so $\Phi$ drops whether the solute lowers or raises the Curie temperature. There is no step where $T_c'=0$. In the dilute limit the step vanishes in proportion to $x$ if $T_c'$ tends to a nonzero constant, and faster if $T_c'$ tends to zero.

The cause of the drop appears when the response of $m$ is kept explicit. Since $g_m=0$ at equilibrium, $g_{\rm eq}'=g_x$. A further derivative gives $g_{\rm eq}''=g_{xx}+g_{xm}\,dm/dx$, while differentiating $g_m=0$ gives $dm/dx=-g_{xm}/g_{mm}$. Hence
\begin{equation}
g_{\rm eq}''=g_{xx}-\frac{g_{xm}^2}{g_{mm}}.
\label{response}
\end{equation}
Just below the line $g_{xm}\simeq A_xm$, and $g_{mm}\simeq A+3Bm^2=2Bm^2$. The coupling between composition and magnetization vanishes as $m$, but the stiffness of the magnetization vanishes as $m^2$. Their combination remains finite, $A_x^2/(2B)$. A composition change costs less free energy because the magnetization readjusts to it. If $m$ were held fixed, only $g_{xx}$ would count, and this tends to $g_0''$ as $m\to0$: there would be no step. The result therefore presumes that the magnetization relaxes much faster than the composition.

The Landau coefficients can be replaced by a measurable quantity. The heat capacity per atom at fixed $x$ is $-T\,\partial^2g_{\rm eq}/\partial T^2$. On the line $\partial A/\partial T=a$, and the argument used for $x$ gives a jump $-a^2/(2B)$ in $\partial^2g_{\rm eq}/\partial T^2$. Thus
\begin{equation}
\Delta C_x=\frac{a^2T_c}{2B},\qquad
\Delta\Phi=-x(1-x)\,\frac{\Delta C_x}{k_B}\left(\frac{T_c'}{T_c}\right)^2.
\label{ehrenfest}
\end{equation}
The second relation does not need the Landau form. At a continuous transition the first derivatives of $g_{\rm eq}$ are equal on the two sides all along the line. If the second derivatives have finite jumps, differentiating these equalities along $T=T_c(x)$ gives $\Delta g_{xx}+T_c'\Delta g_{xT}=0$ and $\Delta g_{xT}+T_c'\Delta g_{TT}=0$, where $g$ now stands for $g_{\rm eq}$. Therefore $\Delta g_{xx}=T_c'^2\Delta g_{TT}=-T_c'^2\Delta C_x/T_c$, which is \eqref{ehrenfest} again.

The drop cannot exceed the paramagnetic value $\Phi_{\rm p}$ without making the alloy unstable. To see what happens then, let the alloy exchange atoms at fixed $\mu=g_0'(x_c)$, at the temperature $T=T_c(x_c)$, and put $\delta=x-x_c$. To order $m^4$, with $\delta$ of order $m^2$,
\begin{equation}
g-\mu x={\rm const}+\tfrac12g_0''\delta^2+\tfrac12A_x\delta\,m^2+\tfrac14Bm^4.
\end{equation}
The minimum over $\delta$ is at $\delta=-A_xm^2/(2g_0'')$. The two terms containing $\delta$ then contribute $A_x^2m^4/(8g_0'')-A_x^2m^4/(4g_0'')=-A_x^2m^4/(8g_0'')$, and the quartic coefficient $B$ is replaced by
\begin{equation}
B^*=B-\frac{A_x^2}{2g_0''}
=B\left(1+\frac{\Delta\Phi}{\Phi_{\rm p}}\right)
=B\,\frac{\Phi_{\rm f}}{\Phi_{\rm p}},
\label{bstar}
\end{equation}
where $\Phi_{\rm f}=\Phi_{\rm p}+\Delta\Phi$ is the ferromagnetic limit. If $B^*<0$, a magnetized state of different composition already has the lower potential on the Curie line. The transition is then of first order, with two coexisting phases, and \eqref{jump} describes only an alloy kept homogeneous by force. The point $\Phi_{\rm p}=|\Delta\Phi|$ on the line is tricritical if the sixth-order coefficient at fixed $\mu$ is positive, as it is in the model used below. The condition $B^*>0$ is local; full stability also requires that no other composition offers a lower common tangent.

Explicit coefficients follow from a Weiss model in which the solute is nonmagnetic and each of the remaining atoms, a fraction $1-x$, carries a spin one-half. The exchange energy is set by the given function $T_c(x)$:
\begin{equation}
g_{\rm mag}=(1-x)k_B\left[-\tfrac12T_cm^2+T\,s(m)\right],
\end{equation}
\begin{equation}
s(m)=\tfrac12\left[(1+m)\ln(1+m)+(1-m)\ln(1-m)\right]
=\frac{m^2}{2}+\frac{m^4}{12}+\frac{m^6}{30}+\dots
\end{equation}
The entropy of the disordered spins adds $-(1-x)k_BT\ln2$, which is linear in $x$ and does not affect $\Phi$. Comparison with \eqref{landau} gives
\begin{equation}
a=(1-x)k_B,\qquad B=\tfrac13(1-x)k_BT,\qquad C=\tfrac15(1-x)k_BT,
\end{equation}
and hence, from \eqref{ehrenfest},
\begin{equation}
\Delta C_x=\tfrac32(1-x)k_B,\qquad
\Delta\Phi=-\tfrac32\,x(1-x)^2\left(\frac{T_c'}{T_c}\right)^2.
\label{weissjump}
\end{equation}

For the nonmagnetic part take a regular solution, $g_0=\Omega x(1-x)+k_BT[x\ln x+(1-x)\ln(1-x)]$. Its curvature is $-2\Omega+k_BT/[x(1-x)]$, so $\Phi_{\rm p}=1-2\Omega x(1-x)/(k_BT)$. Choose $\Omega=0.10$ eV, $x=0.20$ and $T_c(x)=1050\ \mathrm{K}-(2500\ \mathrm{K})x^2$. Then $T_c=950$ K, $T_c'=-1000$ K and $k_BT_c=0.08186$ eV, and
\begin{align}
\Phi_{\rm p}&=1-\frac{2(0.10)(0.16)}{0.08186}=0.609,\\
\Delta\Phi&=-1.5\,(0.20)(0.80)^2\left(\frac{1000}{950}\right)^2=-0.213,\\
\Phi_{\rm f}&=0.609-0.213=0.396.
\end{align}
The ratio $\Phi_{\rm f}/\Phi_{\rm p}=0.65$ means that $D_B^*\Phi$ falls by 35\% at the line. The heat-capacity jump is $1.2\,k_B$ per atom, or 9.98 J/(mol K). Minimizing the full Weiss free energy numerically and taking one-sided finite differences in $x$ at 950 K also gives $-0.213$. At 0.5 K below $T_c$, the magnetic contribution to $\Phi$ is $-0.212$ when $m$ follows the composition, but only $3\times10^{-4}$ when $m$ is frozen at its equilibrium value for $x=0.20$.

The quartic theory fixes the step but not the slope of $\Phi$ below it. With $\theta=T_c(x)-T$, equation \eqref{geq} becomes for the Weiss model
\begin{equation}
g_{\rm eq}-g_0=-\frac{3k_B}{4T}(1-x)\theta^2+\frac{9k_B}{10T^2}(1-x)\theta^3+\dots
\end{equation}
Since $\theta_x=T_c'$, two derivatives at fixed $T$ give, to first order in $\theta$,
\begin{equation}
(g_{\rm eq}-g_0)''=-\frac{3k_B}{2T}\left[(1-x)(T_c'^2+\theta T_c'')-2\theta T_c'\right]
+\frac{27k_B}{5T^2}(1-x)\theta T_c'^2.
\label{below}
\end{equation}
The last term comes from the cubic term of the free energy, which contains $C$, and is of the same order in $\theta$ as the other corrections. At fixed $x=0.20$ and 10 K below $T_c$, the full Weiss model gives $\Phi=0.401$. Equation \eqref{below} gives 0.401 with its last term and 0.393 without it. The quartic theory thus has $\Phi$ falling further on cooling, whereas in the full model it recovers slowly. At 50 K below $T_c$ the full value is 0.419 and \eqref{below} gives 0.427, so the expansion is beginning to fail.

Moving along the Curie line to larger $x$ lowers $T_c$ and steepens its slope. Solving $\Phi_{\rm p}=|\Delta\Phi|$ numerically places the tricritical point at $x=0.264$ and 876 K. The change of sign in \eqref{bstar} can be seen by minimizing the full potential over composition at fixed $\mu$ and $m=0.05$. The energy gained or lost relative to $m=0$ yields $B^*/B=0.65$ at $x=0.20$ and $-0.51$ at $x=0.29$. The second composition has its Curie point at 840 K, where the equilibrium free energy is no longer convex: its smallest curvature on a composition grid of spacing 0.005 is $-0.06$ eV, and the model alloy has a miscibility gap. The corresponding values at 950 K and 900 K are $+0.13$ and $+0.07$ eV. The first lies on the paramagnetic side at $x=0.5$; the one-sided limits at the Curie line are $+0.20$ eV at 950 K and $-0.08$ eV at 840 K. The grid blurs the step in curvature: at 900 K the one-sided limit at the Curie line is $+0.06$ eV. This is still positive, so the states at $x=0.20$ quoted above are stable in this model.

The sharpness of the step rests on the neglect of fluctuations. The temperature range in which they matter can be estimated in the Gaussian approximation above $T_c$, here for an undiluted bcc lattice with exchange between nearest neighbours. For each of $n$ spin components, a mode of wavevector $q$ has stiffness $k_B(T-T_c\gamma_q)$, where $\gamma_q$ is the average of $\cos(\mathbf q\cdot\mathbf R)$ over the neighbour vectors $\mathbf R$. It contributes $\tfrac12k_BT\ln(T-T_c\gamma_q)$ to the free energy, apart from smooth terms. With $t=(T-T_c)/T_c$ and $\gamma_q\simeq1-\xi_0^2q^2$, the most singular part of $-T\partial^2/\partial T^2$, summed over modes, is
\begin{equation}
\frac{C_{\rm fl}}{k_B}=\frac n2\,v\int\frac{d^3q}{(2\pi)^3}\frac1{(t+\xi_0^2q^2)^2}
=\frac n2\,\frac{v}{8\pi\xi_0^3}\,t^{-1/2}.
\end{equation}
The integral follows from $\int_0^\infty q^2dq/(q^2+s^2)^2=\pi/(4s)$ with $s=\sqrt t/\xi_0$. For cube edge $d$, $v=d^3/2$ and $\xi_0^2=R^2/6=d^2/8$, so $v/\xi_0^3=11.31$ and $v/(8\pi\xi_0^3)=0.450$. Mean-field theory loses its footing where $C_{\rm fl}$ reaches the mean-field jump $\tfrac32k_B$ per magnetic atom, at $t=(0.450\,n/3)^2$. This is 0.023 for $n=1$ and 0.20 for $n=3$, or roughly 20 K and 200 K for $T_c=950$ K. Both figures are too large, because only the most singular term has been kept. The full lattice sum, measured from independent spins, is $C_{\rm fl}/k_B=(n/2)\langle\gamma_q^2/(1+t-\gamma_q)^2\rangle$, with the average taken over the Brillouin zone. It reaches $\tfrac32$ at about 12 K above $T_c$ for $n=1$ and 50 K for $n=3$. Exchange of longer range narrows the region: at fixed $v$ the leading term alone gives a width proportional to $\xi_0^{-6}$, while the full sum narrows less steeply when the exchange reaches only a few neighbour shells.

The parameters are round numbers in the rough regime of iron-rich bcc alloys with a nonmagnetic solute; pure iron has its Curie point a little above 1000 K. They are not fitted to any one alloy. The positive $\Omega$ describes a solute that tends to separate from iron; for aluminium or silicon, which tend to order with it, $\Omega$ would be negative and $\Phi_{\rm p}$ larger than one. Iron atoms do not carry simple localized spins one-half, and by \eqref{ehrenfest} a different heat-capacity jump changes $\Delta\Phi$ in the same proportion. The neglect of fluctuations is a further limitation. For three spin components and short-range exchange, the estimate above means that the drop of 0.21 should not be expected as a sharp step, but as an anomaly spread over a range of some tens of kelvin. This is only an order of magnitude: the estimate was made for the heat capacity, and in $\Phi$ the curvature of $T_c(x)$ adds fluctuation terms that can change the width appreciably: in the same Gaussian approximation with $n=3$ they reduce it from about 50 K to roughly 15--30 K, depending on how the dilution of the spins is counted. The shape changes as well. Since the singular part of the free energy depends on $T-T_c(x)$, $\Phi$ near the line mirrors the magnetic heat capacity, which with fluctuations is a peak; $\Phi$ then shows a dip that can be deeper than the mean-field step.

Two other omissions can be sized at $x=0.20$. Chemical short-range order is included in a pair approximation with $z=8$ neighbours by minimizing over $y$, half the fraction of unlike neighbour pairs, the free energy
\begin{equation}
\begin{split}
g_{\rm pair}=\Omega y+k_BT\Big\{&\tfrac z2\big[(x-y)\ln(x-y)+(1-x-y)\ln(1-x-y)+2y\ln y\big]\\
&-(z-1)\big[x\ln x+(1-x)\ln(1-x)\big]\Big\}.
\end{split}
\end{equation}
Its numerical curvature at 950 K changes $\Phi_{\rm p}$ by only $-3\times10^{-4}$, but this smallness is an accident of the composition. To second order about the random value $y_0=x(1-x)$, $g_{\rm pair}=g_0+\Omega(y-y_0)+zk_BT(y-y_0)^2/(4y_0^2)$, and the minimum over $y$ lies below $g_0$ by $\Omega^2y_0^2/(zk_BT)$. Two derivatives in $x$ turn this into a change of $\Phi_{\rm p}$ by $-(y_0/z)(\Omega/k_BT)^2(2-12x+12x^2)$. It vanishes near $x=0.21$, and at $x=0.20$ higher orders cancel most of what is left; at $x=0.10$ and the same temperature it is about $-0.015$. These figures concern only $\Phi_{\rm p}$. A dependence of the exchange energy on short-range order, which could also change the magnetic step, is not included. The magnetic effect on atomic jumps is much larger. Let the activation energy be $Q(1+\alpha m^2)$, with rough iron-like values $Q=2.6$ eV and $\alpha=0.15$. Relative to the paramagnetic law extrapolated to the same temperature, the jump rate acquires the factor $\exp[-\alpha Qm^2/(k_BT)]$. With $m$ from the Weiss model this is 0.985 at 1 K below $T_c$, 0.86 at 10 K and 0.47 at 50 K. It equals the ratio $\Phi_{\rm f}/\Phi_{\rm p}=0.65$ at 28 K below $T_c$. This distance belongs to the Weiss model: the magnetization of real iron rises faster below $T_c$, roughly as the cube root rather than the square root of $T_c-T$, and with such a curve the same $Q$ and $\alpha$ reach this factor within about 10 K. In mean-field theory the two effects differ in form: $D_B^*$ is continuous and bends downward at the line, while $\Phi$ steps. When fluctuations smear the step over a wider range than this, the intrinsic diffusion coefficient alone may not separate them. Within the flux relation used here, a tracer measurement of $D_B^*$ would do so, as would an independent measurement of $\Phi$, for instance from the solute's chemical potential.

Numerical values quoted here were computed with a short program.
